# Sampling full-band final states on tetrahedral constant-energy sections

## What symmetry and dimensions fix

Divide $k$-space into tetrahedra and interpolate the band energy linearly in each. Inside one tetrahedron

$$E(\mathbf k)=e_1+\mathbf g\cdot(\mathbf k-\mathbf v_1),$$

with a constant gradient $\mathbf g$. The states of energy $E$ have density $\delta(E(\mathbf k)-E)$. A displacement perpendicular to $\mathbf g$ leaves $E(\mathbf k)$ unchanged, and so leaves this density unchanged. The states are therefore spread uniformly over the plane section $E(\mathbf k)=E$.

The total weight of the section is

$$D(E)=\int_{\rm tet}d^3k\,\delta(E(\mathbf k)-E),$$

which has the dimension of $k$-volume divided by energy. A linear map can carry the tetrahedron into any other with the same four vertex energies. It multiplies every volume element by one constant, so $D$ is proportional to the volume $V$ and is otherwise independent of the shape. What remains depends on energy differences alone and has the dimension of an inverse energy. With vertex energies sorted as $e_1\le e_2\le e_3\le e_4$ and $e_{ij}=e_i-e_j$,

$$D(E)=\frac{3V}{e_{41}}\,N(E),$$

where $N$ is a pure number built from energy ratios. The factor 3 is a convention that will make $0\le N\le1$.

## Why this is the final-state law

An electron scatters from a given state to energy $E$. By the golden rule, the rate into band $n$ at $\mathbf k'$ is proportional to $|M|^2\delta(E_n(\mathbf k')-E)$. Assume first that $|M|^2$ is the same for all final states. It then cancels on normalization:

$$p(n,\mathbf k')=\frac{\delta(E_n(\mathbf k')-E)}{\sum_m\int d^3k\,\delta(E_m(\mathbf k)-E)} .$$

The integral is a sum over tetrahedra, with one set of tetrahedra for each band. Hence tetrahedron $t$ must be chosen with probability $D_t/\sum_sD_s$, and a point must then be chosen uniformly on its section. This is exact for the interpolated band; the distance to the true band is sized below.

The weight is not the section area $A$. Let $s$ be the coordinate along $\mathbf g$. Then $dE=|\mathbf g|\,ds$, so $\int ds\,\delta(E(\mathbf k)-E)=1/|\mathbf g|$ and

$$D=\frac{A}{|\mathbf g|}.$$

A steep band has fewer states per unit area because an energy shell of given width is thinner there.

## One tetrahedron by hand

Take one tetrahedron from a silicon conduction band and the final energy $E=0.94$ eV. Energies are measured from the conduction minimum and $\mathbf k$ is in units of $2\pi/a$.

| vertex | $\mathbf k$ | energy (eV) |
|---|---|---|
| 1 | (1, 0.9583, 0.2083) | 0.8349 |
| 2 | (0.9583, 0.9583, 0.2083) | 0.8785 |
| 3 | (1, 1, 0.25) | 0.9977 |
| 4 | (1, 0.9583, 0.25) | 1.0347 |

Vertices 1 and 2 lie below $E$, and 3 and 4 above it. The plane therefore cuts the four edges 13, 14, 23 and 24. On edge $ij$ the energy is linear, so the cut is at

$$P_{ij}=(1-f_{ij})\mathbf v_i+f_{ij}\mathbf v_j,\qquad f_{ij}=\frac{E-e_i}{e_{ji}}.$$

Two cuts are neighbours on the section if their edges share a face. Going round, the order is $P_{13},P_{14},P_{24},P_{23}$. The section is a quadrilateral, and the diagonal $P_{14}P_{23}$ divides it into the triangles $P_{13}P_{14}P_{23}$ and $P_{14}P_{24}P_{23}$.

**Weight of the first triangle.** Join it to vertex 1. The planes of energy $E$ and $e_1$ are a distance $(E-e_1)/|\mathbf g|$ apart, so the resulting pyramid has volume

$$V_a=\frac13A_a\frac{E-e_1}{|\mathbf g|}
\quad\Rightarrow\quad
\frac{A_a}{|\mathbf g|}=\frac{3V_a}{E-e_1}.$$

The same volume follows from the coordinates of the corners along $\mathbf v_2-\mathbf v_1$, $\mathbf v_3-\mathbf v_1$ and $\mathbf v_4-\mathbf v_1$:

$$\frac{V_a}{V}=\left|\det\begin{pmatrix}0&f_{13}&0\\0&0&f_{14}\\1-f_{23}&f_{23}&0\end{pmatrix}\right|=f_{13}f_{14}(1-f_{23}).$$

The first column has one nonzero entry, which gives the product at once. Since $1-f_{23}=(e_3-E)/e_{32}$, one factor $E-e_1$ cancels:

$$\frac{A_a}{|\mathbf g|}=\frac{3V}{e_{41}}\,a,\qquad a=\frac{(E-e_1)(e_3-E)}{e_{31}e_{32}} .$$

**Weight of the second triangle.** Join it to vertex 4, at height $(e_4-E)/|\mathbf g|$. In coordinates measured from $\mathbf v_4$ along the edges to vertices 1, 2 and 3, the corners $P_{14},P_{24},P_{23}$ are the rows $(1-f_{14},0,0)$, $(0,1-f_{24},0)$ and $(0,1-f_{23},f_{23})$. The determinant is

$$(1-f_{14})(1-f_{24})f_{23}=\frac{(e_4-E)^2(E-e_2)}{e_{41}e_{42}e_{32}} .$$

Multiplying by $3V/(e_4-E)$ gives

$$\frac{A_b}{|\mathbf g|}=\frac{3V}{e_{41}}\,b,\qquad b=\frac{(e_4-E)(E-e_2)}{e_{42}e_{32}} .$$

**Numbers.** From the table,

$$a=\frac{0.1051\times0.0577}{0.1628\times0.1192}=0.3125,\qquad
b=\frac{0.0947\times0.0615}{0.1562\times0.1192}=0.3128 .$$

Thus $N=a+b=0.625$, and the first triangle has the share $a/(a+b)=0.4998$. The mesh has 24 divisions, so $V=(1/24)^3/6=1.206\times10^{-5}$ and

$$D=\frac{3\times1.206\times10^{-5}}{0.1998}\times0.6252=1.13\times10^{-4}$$

in units of $(2\pi/a)^3$/eV. At this energy 1018 tetrahedra are cut. This one is chosen with probability $2.48\times10^{-3}$, about two and a half times the average $1/1018$.

**The point.** Let the three random numbers be $r_0=0.30$, $r_1=0.25$ and $r_2=0.60$. Because $r_0<0.4998$, the first triangle is taken. The cut fractions are $f_{13}=0.646$, $f_{14}=0.526$ and $f_{23}=0.516$, which give

- $P_{13}=(1,\,0.9852,\,0.2352)$
- $P_{14}=(1,\,0.9583,\,0.2302)$
- $P_{23}=(0.9798,\,0.9798,\,0.2298)$

For a triangle $ABC$, a uniform point is

$$\mathbf k=(1-\sqrt{r_1})A+\sqrt{r_1}(1-r_2)B+\sqrt{r_1}\,r_2\,C .$$

To see why, put $s=\sqrt{r_1}$. The coordinates along $B-A$ and $C-A$ are $x=s(1-r_2)$ and $y=sr_2$, with Jacobian

$$\left|\frac{\partial(x,y)}{\partial(s,r_2)}\right|=(1-r_2)s+r_2s=s .$$

The area element is $2A_{\triangle}\,s\,ds\,dr_2$. Since $dr_1=2s\,ds$, this equals $A_{\triangle}\,dr_1dr_2$: equal areas receive equal probability. Here the weights are 0.5, 0.2 and 0.3, and

$$\mathbf k=0.5P_{13}+0.2P_{14}+0.3P_{23}=(0.994,\,0.978,\,0.233).$$

All three corners have energy $E$, so the interpolated energy at this point is also $E$. The point lies outside the first Brillouin zone. Subtracting the reciprocal lattice vector $(1,1,1)$ gives the equivalent state $(-0.006,-0.022,-0.767)$.

## The general section

If $e_1<E<e_2$, the plane cuts the three edges at vertex 1. The section is the triangle $P_{12}P_{13}P_{14}$, and the pyramid to vertex 1 has relative volume $f_{12}f_{13}f_{14}$. Hence

$$D=\frac{3Vf_{12}f_{13}f_{14}}{E-e_1}=\frac{3V}{e_{41}}\frac{(E-e_1)^2}{e_{21}e_{31}} .$$

The range $e_3<E<e_4$ follows by reversing the sign of all energies, which exchanges labels 1 with 4 and 2 with 3. Together,

$$N(E)=\begin{cases}
\dfrac{(E-e_1)^2}{e_{21}e_{31}}, & e_1<E<e_2\\[2mm]
a+b, & e_2<E<e_3\\[1mm]
\dfrac{(e_4-E)^2}{e_{42}e_{43}}, & e_3<E<e_4
\end{cases}$$

and $N=0$ outside. In the last range the triangle is $P_{14}P_{24}P_{34}$.

The pieces join. At $E=e_2$, $b=0$ and $a=e_{21}/e_{31}$, which is also the limit of the first line. At $E=e_3$, $a=0$ and $b=e_{43}/e_{42}$, the limit of the last line. If $e_2=e_3$, the middle range disappears and $N$ reaches 1 at that energy. If three vertex energies coincide, $N$ has a jump, but it stays finite. If all four coincide, $3V/e_{41}$ diverges: the tetrahedron is flat, its weight is a delta function in energy, and the method fails for it.

The formula was tested on a tetrahedron with vertices $(0,0,0)$, $(1,0.2,0.1)$, $(0.3,0.9,0.2)$, $(0.2,0.3,1.1)$ and energies 0, 0.3, 0.7, 1. At $E=0.2$, 0.35 and 0.85 it agreed with the geometric $A/|\mathbf g|$ to rounding error. The sampled points were compared with points thrown uniformly into the volume and kept within 0.005 of $E$. Their first and second moments differed by at most 1.15 standard errors. When the two triangles at $E=0.35$ were instead given equal probability, the discrepancy was 66 standard errors. The silicon tetrahedron above was picked as the one with the most nearly equal shares; in general they are not equal.

## Choosing a tetrahedron quickly

Recomputing and summing all $D_t$ at each scattering event is unnecessary, because $N\le1$. In the outer ranges $N$ is a product of two ratios, neither above one. In the middle range set $w=(e_3-E)/e_{32}$, which lies between 0 and 1. Then

$$a+b=w\,\frac{E-e_1}{e_{31}}+(1-w)\,\frac{e_4-E}{e_{42}},$$

an average of two numbers that do not exceed one. This gives the following algorithm.

1. Before the simulation, divide the energy axis into bins. For each bin, list every tetrahedron of every band whose energy range overlaps it, and store cumulative sums of $B_t=3V_t/e_{41,t}$.
2. At an event with final energy $E$, propose a tetrahedron with probability proportional to $B_t$, by bisection in the cumulative list.
3. Accept it with probability $N_t(E)$; otherwise propose again.
4. Find the section. If it is a quadrilateral, take the first triangle with probability $a/(a+b)$.
5. Draw a uniform point in the triangle.

The probability of proposing and accepting $t$ is proportional to $B_tN_t=D_t$, as required. This holds for every $E$ in the bin, so the bin width affects the cost and not the distribution.

The cost can be estimated. The sections fill the tetrahedron as $E$ runs from $e_1$ to $e_4$, so $\int D\,dE=V$, and the mean of $N$ over that range is $1/3$. For silicon and the bin from 0.90 to 0.95 eV, about 28% of proposals are accepted at 0.94 eV, or about 3.6 proposals per event. The bin lists 1196 tetrahedra, of which 178 are not cut at this energy and are rejected whenever they are proposed.

## Using the symmetry of the zone

In units of $2\pi/a$, the reciprocal lattice vectors of an fcc crystal are the integer triples that are all even or all odd. The all-even triples alone repeat the cube $|k_i|\le1$. The all-odd triples are the same set shifted by $(1,1,1)$, so the cube contains each state twice.

The 48 cubic operations divide this cube into wedges like $0\le k_z\le k_y\le k_x\le1$. Cut the wedge from small cubes of side $h$, each divided into six tetrahedra. Each of the six follows a path from the lowest corner to the opposite corner, with one step along each axis, and there are six orders of the steps. The planes $k_x=k_y$ and $k_y=k_z$ are then tetrahedron faces or miss the interiors, so the wedge is tiled without remainder. For 24 divisions this gives $24^3=13824$ equal tetrahedra per band.

The density of states per spin and crystal volume is

$$g(E)=\frac1{(2\pi)^3}\left(\frac{2\pi}{a}\right)^3\frac{48}{2}\sum_tD_t=\frac{24}{a^3}\sum_tD_t .$$

After a point is drawn in the wedge, a random one of the 48 operations is applied and the nearest reciprocal lattice vector is subtracted. This requires bands with the full symmetry; strain that lowers the symmetry needs a larger wedge.

A free-electron band $E=k^2$ tests the whole chain. Its exact result is $g=2\pi\sqrt E/a^3$, since $4\pi k^2/(2k)=2\pi k$. At $E=0.36$ the mesh gives 0.998 of this value. The mean of $(k_x^4+k_y^4+k_z^4)/k^4$ over the selected states is 0.599, against $3/5$ for an isotropic distribution.

## A hot electron in silicon

Let an electron 1.00 eV above the band edge emit a phonon of 0.06 eV, a rough value for silicon, at 300 K. The phonon energy is taken to be the same for all final states. Real phonon energies depend on the wave vector, and the final states then do not lie exactly on one surface of constant band energy. The bands come from a local empirical pseudopotential with $a=0.543$ nm and form factors $-0.21$, 0.04 and 0.08 Ry at $|\mathbf G|^2=3$, 8 and 11. Spin-orbit coupling and nonlocal terms are left out. The model gap is 0.76 eV, well below the real gap of roughly 1.1 eV. With the real gap, an electron at 1.00 eV has too little energy to create an electron-hole pair, so that channel is omitted.

Folding requires periodic bands. The plane waves are therefore selected by the kinetic energy of $\mathbf k+\mathbf G$, and their coupling is reduced smoothly to zero between 61 and 87 eV. Equivalent points on the hexagonal zone face then agree to rounding error. A single set of plane waves with $|\mathbf G|^2\le19$ for all $\mathbf k$ leaves differences of up to 30 meV there. This cutoff is not converged. Moving the taper to between 122 and 163 eV raises the model gap to 0.82 eV, lowers the L valleys from 1.12 to 1.06 eV above the band edge, and raises the density of states found below by 1.5%, to $6.9\times10^{21}$ eV⁻¹cm⁻³; the mean speeds change by less than 1%.

The sum of weights is $1.1318\times10^{-4}/2.483\times10^{-3}=0.0456$, so

$$g=\frac{24\times0.0456}{(0.543\times10^{-7}\ {\rm cm})^3}=6.8\times10^{21}\ {\rm eV^{-1}\,cm^{-3}} .$$

The upper conduction band receives 14.8% of the final states. As a test of the complete selection, points were thrown into the same tetrahedra and kept within 4 meV of the final energy. The moments of $\mathbf k$ and the band share agreed within 1.3 standard errors.

The mean final speed is $8.8\times10^7$ cm/s. Choosing tetrahedra by area would give $9.4\times10^7$ cm/s, about 7% too high. The sign of this error is general: area weights carry an extra factor $|\mathbf g|\propto v$, so they give $\langle v^2\rangle/\langle v\rangle$, which is never below $\langle v\rangle$.

For a constant deformation potential $D_0$, $|M|^2=\hbar D_0^2(n_{\rm ph}+1)/(2\rho\Omega\omega)$ in crystal volume $\Omega$. The sum over final states of one spin is $\Omega g$, and the golden rule gives

$$W=\frac{\pi D_0^2}{\rho\omega}(n_{\rm ph}+1)\,g .$$

With the rough values $D_0=5\times10^8$ eV/cm and $\rho=2330$ kg/m³, and with $n_{\rm ph}=0.109$, the emission rate is $4.5\times10^{13}$ s⁻¹.

## How far the model can be trusted

**Interpolation.** At the selected points the pseudopotential energy differs from 0.94 eV by 12.6 meV rms, about a fifth of the phonon energy. With half the divisions the error is 46.9 meV. The ratio of 3.7 is close to the factor 4 expected of an error quadratic in the mesh spacing. The mean error is $-7.9$ meV; this sign is the one expected where the band curves upward, since linear interpolation then lies above it. The density of states changes by about 2% between the two meshes, and by a further 0.4% with 48 divisions. The share of the upper band is 14.1%, 14.8% and 14.9% for 12, 24 and 48 divisions. A valley that spans few mesh cells needs local refinement.

**Matrix element.** The matrix element is not constant. As a crude illustration of how much it can vary, take the squared overlap of the periodic parts of the initial and final states, for an initial state at $k_x=0.42$ on the cube axis. The periodic part of the final state depends on which of the equivalent wave vectors $\mathbf k'$ is used; take the one for which the phonon wave vector $\mathbf k'-\mathbf k$ lies in the first zone. Its mean over the selected states is 0.18 to 0.19, depending on the sample, and its standard deviation is about 0.25. Used as a factor at fixed $D_0$, it would lower the rate to about $8\times10^{12}$ s⁻¹. A fitted $D_0$ can absorb the mean, but not the variation. With constant $|M|^2$ the mean final velocity is zero, because $\mathbf k$ and $-\mathbf k$ are equally likely and have opposite velocities. With the overlap included, the electron keeps a forward velocity of $0.105\pm0.017$ of the mean speed in this sample, and about 0.14 with the larger cutoff. These numbers describe the overlap model and not this phonon. A phonon of 0.06 eV in silicon is optical, with the two atoms of the cell moving largely against each other, and it follows other selection rules. Between opposite valley minima on the same axis the overlap vanishes by symmetry, while such a displacement does couple them. A rough rigid-ion estimate for out-of-phase displacements gives a relative spread of $|M|^2$ of about 0.4 instead of 1.3 and a forward velocity of about 0.05. Within this estimate, the variation can be included by one more rejection: accept the final state with probability equal to the squared overlap, which cannot exceed one. If the total rate was computed without the overlap, a rejected state must count as no scattering; if it was computed with it, a new state is drawn.

**Real channels.** The example uses bulk states, whereas a gate field confines the carriers. For a triangular well with a field of 0.5 MV/cm and a mass of 0.9 electron masses, both rough values, the lowest level lies 0.11 eV above the band edge. That is 12% of the final energy. On a (100) surface this mass applies to only two of the six valleys. The other four have a mass of about 0.19 normal to the surface, and since the level scales as $m^{-1/3}$, theirs starts near 0.19 eV, or 20% of the final energy. Bulk states are therefore only a first approximation at 0.94 eV, and they fail near the band edge. Collision broadening from this emission channel alone, $\hbar W=30$ meV, is half the phonon energy. It is a lower bound: absorption adds about 10%, and other phonon branches add more. Shifting $E$ by this amount changes $g$ by only 2.2%, so the rate is insensitive to a shift of this size, although the final energy is not sharp. This holds while no new valley opens nearby. In this model the L valleys start 0.1 to 0.2 eV above the final energy, and beyond that point $g$ rises more than twice as fast. For carriers in equilibrium at 300 K, Pauli blocking is negligible: with a Fermi level 0.1 eV above the edge, the occupation at the final energy is about $10^{-14}$. A dense population of hot electrons has a larger occupation there, which must be taken from the simulated distribution. The numerical output below lists the values used.

## Numbers as computed

```
lattice constant: 0.543 nm
form factors at |G|^2 = 3, 8, 11: [-0.21, 0.04, 0.08] Ry
plane-wave taper start, cutoff: 61.2, 86.7 eV
initial, phonon, final energy: 1.00, 0.06, 0.94 eV
model gap; rough real gap: 0.76; 1.1 eV
conduction minimum at kx: 0.852 2pi/a
mesh divisions; tetrahedra per band: 24; 13824
tetrahedra in bin 0.90-0.95 eV: 1196
tetrahedra cut at final energy: 1018
-- one selection --
vertex 1 (2pi/a), energy: [1.     0.9583 0.2083], 0.8349 eV
vertex 2 (2pi/a), energy: [0.9583 0.9583 0.2083], 0.8785 eV
vertex 3 (2pi/a), energy: [1.   1.   0.25], 0.9977 eV
vertex 4 (2pi/a), energy: [1.     0.9583 0.25  ], 1.0347 eV
band (1 lower, 2 upper): 2
shape N: 0.6252
weight D: 1.1318e-04 (2pi/a)^3/eV
probability of this tetrahedron: 2.483e-03
share of first triangle: 0.4998
random numbers: [0.3  0.25 0.6 ]
selected k: [0.99395 0.97823 0.23262] 2pi/a
-- tests --
area formula, largest relative error: 6.7e-16
single section, worst deviation: 1.15 std errors
equal-split control: 65.7 std errors
largest N found: 0.9985
free-electron DOS, mesh/exact: 0.99826
free-electron quartic mean (exact 0.6): 0.5990
silicon mesh, worst deviation: 1.27 std errors
silicon DOS against shell: 0.37 std errors
zone-face energy mismatch: 1.1e-10 meV
same with a fixed plane-wave set: 30.1 meV
-- results at final energy --
DOS per spin: 6.834e+21 1/(eV cm^3)
DOS per spin, half the divisions: 6.710e+21 1/(eV cm^3)
share of upper band: 14.80 %
acceptance of proposals: 27.6 %
mean speed, DOS weights: 8.779 1e7 cm/s
mean speed, area weights (wrong): 9.381 1e7 cm/s
mean speed from band states: 8.802 1e7 cm/s
coupling (rough): 5.0e+08 eV/cm
mass density (rough): 2330.0 kg/m^3
phonon occupation at 300 K: 0.109
emission rate: 4.49e+13 1/s
-- neglected effects --
energy error, mean and rms: -7.9, 12.6 meV
rms error, half the divisions: 46.9 meV
initial kx: 0.4199 2pi/a
squared overlap, mean and std: 0.189, 0.251
kept forward speed / mean speed: 0.105 +- 0.017
collision broadening hbar*rate: 29.6 meV
DOS change at -/+ broadening: -2.2, 2.2 %
final-state occupation, Fermi level 0.1 eV: 7.7e-15
confinement at 0.5 MV/cm, mass 0.9: 0.110 eV
```
